Mobile Share of Gate Charge with Interface Traps and Finite Channel Thickness

**1. Result and its regime**

A gate adds electrons to a semiconductor channel. Some enter the conducting subband and some fill traps at the oxide interface. For one degenerate, parabolic, two-dimensional subband in the thin-channel limit, with exchange and correlation between the electrons neglected, the share of the added electrons that enters the subband is

s₀ = D₂/(D₂ + D_it), D₂ = m/(πħ²).

Here D₂ is the subband density of states per area and energy, with both spins counted, and D_it is the corresponding density of traps near the Fermi level. For m = 0.04 mₑ and D_it = 10¹³ cm⁻² eV⁻¹, s₀ = 0.63.

The first correction for finite channel thickness changes this to

s = 1/[1 + D_it(1/D₂ + e²L/ε)],

where ε is the channel permittivity and L is a length fixed by the electron distribution across the channel. For a hard-wall well of thickness W, L = 0.397W. At W = 7 nm and a relative permittivity of 14 the correction lowers the share to 0.51, so the value 0.63 belongs to the leading-order model and is not a general property of III-V channels.

"Mobile" means held in the conduction subband. It does not describe how fast the electrons move. All derivatives below are taken slowly enough for the traps to reach equilibrium with the channel, and any background charge or back-gate field is held fixed.

**2. Leading order: two reservoirs with one Fermi level**

Let n be the mobile density, N_it the density of electrons held in traps, and N_g the density of electrons that balances the gate charge. Neutrality gives, for small changes,

dN_g = dn + dN_it.

This holds for both usual kinds of trap. An acceptor trap goes from neutral to charge −e when it captures an electron; a donor trap goes from +e to neutral. Either way the interface charge changes by −e.

To find dn, place the electrons in a square of area A with periodic boundaries. Each allowed wavevector occupies an area (2π)²/A in k-space. At zero temperature the states inside a circle of radius k_F are filled, two electrons to each wavevector:

n = (2/A) πk_F² A/(2π)² = k_F²/(2π).

If E₁ is the subband edge, the parabolic dispersion gives

E_F − E₁ = ħ²k_F²/(2m) = πħ²n/m.

Therefore n = D₂(E_F − E₁) with D₂ = m/(πħ²). The density of states does not depend on filling, because the area of the k-space circle and the kinetic energy both grow as k_F².

The traps lie at the interface, so their energies are fixed relative to the conduction-band edge there. Define

u = E_F − V(0),

where V(z) is the band-edge energy at distance z from the interface. If D_it is flat over the energies swept, then

dN_it = D_it du.

In the thin-channel limit the height E₁ − V(0) does not change as electrons are added. Then du = d(E_F − E₁), and so

dn = D₂ du,
dN_g = (D₂ + D_it) du.

Division gives s₀ = dn/dN_g = D₂/(D₂ + D_it).

For D_it ≪ D₂ the share is approximately 1 − D_it/D₂. For D_it ≫ D₂ it is approximately D₂/D_it. Half the added charge is trapped when the two densities are equal. A small mass makes this happen at a smaller trap density, because a light subband offers few states per unit energy.

**3. The leading-order number**

The mass 0.04 mₑ gives D₂ = 1.671 × 10¹³ cm⁻² eV⁻¹, so

s₀ = 1.671/(1.671 + 1.000) = 0.626.

Start from n = 2 × 10¹² cm⁻² and let the gate add 10¹² electrons per cm², a charge of 0.160 μC/cm². The subband receives 6.26 × 10¹¹ cm⁻² and the traps receive 3.74 × 10¹¹ cm⁻². The Fermi level moves by

10¹²/(2.671 × 10¹³) eV = 0.0374 eV.

Without traps it would have to move by 0.0598 eV to accommodate the same charge. The traps take electrons that would otherwise have raised the Fermi level further.

This sharing was tested by filling individual levels. The plane-wave states of a periodic square of side 3 μm were merged with evenly spaced trap levels of the stated density, and the lowest levels were filled first. Of the 90,000 electrons then added, a fraction 0.6253 entered plane-wave states, against 0.6256 from the formula.

With the mass fixed, the share depends on trap density as follows:

D_it = 10¹² cm⁻² eV⁻¹: s₀ = 0.94
D_it = 3 × 10¹² cm⁻² eV⁻¹: s₀ = 0.85
D_it = 3 × 10¹³ cm⁻² eV⁻¹: s₀ = 0.36

If D_it varies with energy, the density trapped in a finite step at zero temperature is the integral of D_it over the interval that the Fermi level sweeps. The flat-density formula then needs the average over that interval. At room temperature the ends of that interval are blurred over a few kT, and the approximation remains good if D_it varies little over that range.

**4. Why degeneracy is a good approximation here**

At temperature T the subband density is

n = D₂kT ln(1 + e^η), η = (E_F − E₁)/(kT).

Differentiation with respect to E_F at fixed E₁ gives

dn/dE_F = D₂e^η/(1 + e^η) = D₂[1 − 1/(1 + e^η)].

The formula for n also says that 1 + e^η = exp[n/(D₂kT)]. Substitution gives

dn/dE_F = D₂{1 − exp[−n/(D₂kT)]}.

The trap response keeps its zero-temperature value. The occupation of a trap depends on its energy minus E_F and falls from one to zero. Raising E_F by du slides this whole curve by du, which adds D_it du electrons when D_it is flat over the thermal range. A trap degeneracy factor displaces the curve by a constant energy and does not alter this argument.

At 300 K, kT = 0.02585 eV and n/D₂ = 0.1197 eV, so n/(D₂kT) = 4.63. The exponential is 0.0098. The subband response is therefore 0.990D₂, and

s = 0.990 × 1.671/(0.990 × 1.671 + 1.000) = 0.623.

Numerical integration of the thermal occupations, with a trap degeneracy factor of two, gives the same 0.6233 as the formula. For this parabolic mass, temperature lowers the share by 0.002. This correction is exponentially small in n/(D₂kT); the thickness correction is far larger.

**5. First correction: the subband edge moves**

Electrons spread through the channel. The field of the gate is screened gradually, and the band edge rises with distance from the interface. Adding electrons makes this rise steeper, so E₁ moves upward relative to V(0). The traps are tied to V(0), and more of them must fill for a given increase in n.

Let the channel occupy 0 < z < W, with the gate on the side z < 0. Let ρ(z) be the normalized probability density across the channel and define

P(z) = ∫₀ᶻ ρ(z′) dz′,

so P(0) = 0 and P(W) = 1. Take zero field behind the channel. Gauss's law, applied between z and the back of the channel, relates the field F(z), positive away from the gate, to the electrons lying beyond z:

εF(z) = en[1 − P(z)].

An electron has charge −e, so its potential energy rises in the direction of F:

dV/dz = eF = (e²n/ε)[1 − P(z)].

Trapped charge at the interface lies outside this region. It affects the field in the oxide, but for a given n it does not enter this channel field.

In a thin well, V is a small perturbation of the confinement problem. First-order perturbation theory shifts the subband edge, measured from V(0) = 0, by the average of V:

ΔE₁ = ∫₀ᵂ ρV dz.

Since ρ = dP/dz = −d(1 − P)/dz, integration by parts gives

ΔE₁ = [−(1 − P)V]₀ᵂ + ∫₀ᵂ (1 − P)(dV/dz) dz.

The boundary term vanishes, because V(0) = 0 and 1 − P(W) = 0. Hence

ΔE₁ = e²nL/ε, L = ∫₀ᵂ (1 − P)² dz.

No factor 1/2 appears. This is the energy level felt by an added electron in the mean potential, not the total electrostatic energy of all the electrons.

For hard walls the unperturbed density is ρ = (2/W) sin²(πz/W). With t = z/W,

P = t − sin(2πt)/(2π).

The distribution is symmetric about the middle, so the integrals of (1 − P)² and P² are equal:

L/W = ∫₀¹ t² dt − (1/π)∫₀¹ t sin(2πt) dt + [1/(4π²)]∫₀¹ sin²(2πt) dt.

The three integrals are 1/3, −1/(2π) and 1/2. Therefore

L/W = 1/3 + 1/(2π²) + 1/(8π²) = 1/3 + 5/(8π²) = 0.397.

The Fermi level relative to the interface band edge is now

u = E₁(0) + e²nL/ε + n/D₂,

where E₁(0) is the confinement energy at zero density. Differentiation gives

du/dn = 1/D₂ + e²L/ε.

Since dN_it = D_it du, the mobile share is

s = dn/(dn + D_it du) = 1/[1 + D_it(1/D₂ + e²L/ε)].

In these formulas energies are in joules. To obtain the second term in eV, divide e²L/ε by e.

**6. The small parameters**

The ratio of the two terms in du/dn is

λ = D₂e²L/ε = me²L/(πħ²ε).

In terms of the effective Bohr radius a = 4πεħ²/(me²), this is λ = 4L/a. Within this mean-field model the leading-order result therefore holds if L is much smaller than a/4. The formula for s below shows that it also holds for larger L if traps are few enough to make (1 − s₀)λ small. Exchange adds a separate condition, k_F a ≫ 1, that thinning the channel does not remove: at W → 0, unscreened first-order exchange lowers du/dn by the fraction 2/(πk_F a). That fraction is about 0.10 at n = 2 × 10¹² cm⁻², which would raise the share from 0.626 to about 0.65, and it grows at lower density. Because D_it/D₂ = (1 − s₀)/s₀, the corrected share can be written

s = s₀/[1 + (1 − s₀)λ].

For small λ,

s = s₀[1 − (1 − s₀)λ + O(λ²)].

In the example W = 7 nm and the relative permittivity is 14. Then L = 2.78 nm, and the edge rises by 0.0359 eV for each 10¹² mobile electrons per cm². The kinetic term is 0.0598 eV for the same density, so λ = 0.0359/0.0598 = 0.60 and a = 4L/λ = 18.5 nm. The quotient gives

s = 0.626/(1 + 0.374 × 0.60) = 0.511,

while the expansion cut off after the linear term gives 0.626(1 − 0.225) = 0.485. Since λ is not small, the quotient should be kept. It solves the charge-sharing equations without expansion once E₁ is taken to be linear in n.

That linearity rests on a different small parameter: the potential shift divided by the spacing of the confined levels. The shift grows as nW and the spacing as 1/W², so their ratio grows as nW³. In the example the shift is 2 × 0.0359 = 0.072 eV. The parabolic hard-wall ground energy is 0.192 eV, and the second level is four times as high, so the spacing is 3 × 0.192 = 0.58 eV. The ratio is 0.12, which makes first-order theory reasonable even though λ = 0.60.

The sign of the next electrostatic correction can be found as well. Let ψ₀ be the unperturbed ground state, ψ₁ its first-order change, and ⟨V⟩ the average of V in ψ₀. Multiply the first-order Schrödinger equation by ψ₀, subtract ψ₁ times the unperturbed equation, and integrate from the wall:

ψ₀² d(ψ₁/ψ₀)/dz = (2m/ħ²)∫₀ᶻ (V − ⟨V⟩)ψ₀² dz′.

V rises with z, so the integrand is first negative and then positive, and its integral over the whole well is zero. The right side is therefore never positive. The ratio ψ₁/ψ₀ falls with z, electrons shift toward the interface, and P increases by some δP ≥ 0. Two second-order energies follow. The usual second-order shift of a ground state is negative. The altered charge also changes the potential and contributes

−(e²n/ε)∫₀ᵂ (1 − P)δP dz,

which is negative too. Both are proportional to n², so they reduce the slope dE₁/dn.

A self-consistent Schrödinger–Poisson calculation for the same parabolic hard-wall well shows this reduction. At n = 2 × 10¹² cm⁻² the slope is 0.0345 eV per 10¹² cm⁻², 4 percent below the first-order value. The mobile share becomes 0.515 instead of 0.511. The average slope between zero density and 10¹¹ cm⁻² agrees with first-order theory to within 1 percent. This calculation is a mean-field one and omits exchange and correlation between the electrons. Exchange alone is not smaller than the correction just found: a first-order estimate of it in the same well lowers du/dn by about 0.003 eV per 10¹² cm⁻², roughly twice the self-consistent reduction. Including exchange at this order would raise the share from 0.515 to about 0.52.

**7. A second case: nonparabolic bands**

In III-V conduction bands the mass grows with energy. A two-parameter model of this is

E(1 + αE) = ħ²(k² + k_z²)/(2m),

where E is measured from the bulk band edge, m is now the band-edge mass, k is the in-plane wavevector and k_z = π/W for the lowest hard-wall state. At fixed k_z, differentiation gives

(1 + 2αE) dE = [ħ²/(2m)] d(k²).

Since n = k_F²/(2π), dn = d(k_F²)/(2π), and hence

D₂(E_F) = m(1 + 2αE_F)/(πħ²).

The relevant mass is the density-of-states mass at the Fermi level, m(1 + 2αE_F). If 0.04 mₑ already denotes that mass, the leading-order share of a small added charge stands unchanged. If it is the band-edge mass, the mobile share rises.

Take α = 1.2 eV⁻¹ and n = 2 × 10¹² cm⁻². With hard walls E_F = 0.2415 eV, and the mass is

0.04(1 + 2 × 1.2 × 0.2415) mₑ = 0.063 mₑ.

Then D₂ = 2.64 × 10¹³ cm⁻² eV⁻¹, and the share without the thickness correction is 2.64/3.64 = 0.73. Counting plane-wave states within 0.01 eV of the Fermi level gives the same D₂ to 0.1 percent. The shares in this section are zero-temperature values. The heavier mass makes the gas less degenerate, and at 300 K this share is 0.716 instead of 0.725.

Hard walls overstate the confinement energy, since a real barrier lets the wave leak out. If that energy is set to zero, the mass is 0.050 mₑ and the share is 0.68.

Thickness and nonparabolicity thus act in opposite directions. To combine them, use the nonparabolic D₂ in the corrected formula. For the hard-wall mass, 1/D₂ corresponds to 0.0379 eV per 10¹² cm⁻², and

s = 1/[1 + 10(0.0379 + 0.0359)] = 0.58.

The factor 10 is D_it in units of 10¹² cm⁻² eV⁻¹. With no confinement energy in the mass the result is 0.54. These two values are estimates, not bounds: leakage into the barrier also lengthens L, which lowers the share, and the self-consistent calculation above used a parabolic band.

**8. Charge added and voltage applied**

A share of 0.63 does not mean that traps remove 37 percent of the mobile charge gained per volt. At a fixed voltage step, a gate with traps draws more total charge. For oxide capacitance C_ox per area, the voltage step is the drop across the oxide plus the Fermi-level shift:

dV_G = e dN_g/C_ox + du/e.

Return to the leading-order model, in which dN_g = (D₂ + D_it) du and dn = D₂ du. Define C_q = e²D₂ and C_it = e²D_it. Multiplying the voltage equation by eC_ox gives

eC_ox dV_G = (C_q + C_it + C_ox) du,

and therefore

dn/dV_G = (C_ox/e) C_q/(C_ox + C_q + C_it).

At the same C_ox, the ratio to a trap-free device is

(C_ox + C_q)/(C_ox + C_q + C_it).

For C_ox = 2.00, C_q = 2.68 and C_it = 1.60 μF/cm², this is 4.68/6.28 = 0.745. The mobile charge gained per volt falls by about 25 percent. As C_ox becomes small the ratio approaches s₀, because the oxide then fixes the total charge. As C_ox becomes large it approaches one, because the gate then fixes the Fermi level directly.

These figures are for the leading-order model. The thickness correction replaces D₂ in C_q by 1/(1/D₂ + e²L/ε). For the 7 nm parabolic channel the ratio then becomes 0.70, a loss of about 30 percent.

**9. Comparison with real channels**

The parameters are rough values for a thin InGaAs quantum-well transistor with a band-edge mass near 0.04 mₑ. The trap density of 10¹³ cm⁻² eV⁻¹ is a high value, chosen to make the sharing easy to see; at 10¹² cm⁻² eV⁻¹ the leading-order share is 0.94. In the hard-wall example the Fermi level lies 0.3 to 0.4 eV above the conduction-band edge at the interface, so D_it means the trap density at those energies, not a midgap value. Traps that lie a distance x from the channel, inside the oxide or behind a barrier layer of permittivity ε_b, are not fixed to V(0). For a single sheet of them the term e²x/ε_b adds to du/dn, and 1 nm at a relative permittivity of 9 takes the parabolic share from 0.515 to 0.47. Letting the subband edge move with density takes the parabolic result from 0.63 to 0.51. Allowing for nonparabolicity as well gives 0.54 to 0.58 in the estimates above, which keep the hard-wall value of L; leakage into a real barrier would lower them. The single-subband assumption is safe for these numbers: with hard walls the second subband lies 0.24 eV above the Fermi level and holds roughly 10⁸ cm⁻² at 300 K, negligible beside 2 × 10¹² cm⁻². A finite barrier narrows this gap: a 0.5 eV barrier behind the channel leaves about 0.16 eV, still over 6kT. Lower barriers, thicker wells or higher densities need their own check.

The time scale matters too. Traps that cannot fill during a fast gate pulse take no part in dN_it. If none can follow, all the charge added during the pulse is mobile, and the loss appears later as the traps fill. The share derived here describes slow changes. The numerical output lists the values used.

Computed values

```
mass / electron mass: 0.040
trap density Dit: 1.000e+13 cm^-2 eV^-1
subband density of states D2: 1.6709e+13 cm^-2 eV^-1
mobile share, simple formula: 0.6256
mobile share, level-by-level filling: 0.6253
initial mobile density: 2.00e+12 cm^-2
initial Fermi level above subband edge: 0.1197 eV
added gate charge / e: 1.000e+12 cm^-2
added gate charge: 0.1602 uC/cm^2
added mobile electrons: 6.256e+11 cm^-2
added trapped electrons: 3.744e+11 cm^-2
Fermi-level shift with traps: 0.0374 eV
Fermi-level shift without traps: 0.0598 eV
share for Dit = 1e+12 cm^-2 eV^-1: 0.944
share for Dit = 3e+12 cm^-2 eV^-1: 0.848
share for Dit = 3e+13 cm^-2 eV^-1: 0.358
oxide capacitance: 2.00 uF/cm^2
quantum capacitance: 2.677 uF/cm^2
trap capacitance: 1.602 uF/cm^2
mobile charge per volt, traps / no traps: 0.7448
same ratio, nonlinear solution at 77 K: 0.7448
temperature: 300 K; kT: 0.02585 eV
initial Fermi level / kT: 4.63
mobile share at this temperature: 0.6233
same share, integrated occupations: 0.6233
nonparabolicity: 1.20 eV^-1
channel thickness: 7.0 nm
relative permittivity: 14.0
nonparabolic subband edge, hard walls: 0.1608 eV
nonparabolic Fermi energy, hard walls: 0.2415 eV
Fermi-level mass, no confinement energy: 0.0502 m_e
Fermi-level mass, hard walls: 0.0632 m_e
nonparabolic share, no confinement energy: 0.6771
nonparabolic share, hard walls: 0.7252
D2 hard walls, formula: 2.6395e+13 cm^-2 eV^-1
D2 hard walls, counted: 2.6422e+13 cm^-2 eV^-1
effective length L: 2.777 nm
channel field at interface: 0.259 MV/cm
edge rise per 1e12 cm^-2, first order: 0.0359 eV
edge rise per 1e12 cm^-2, self-consistent: 0.0345 eV
parabolic share with thickness, first order: 0.5109
parabolic share with thickness, self-consistent: 0.5146
combined share, no confinement energy in mass: 0.5447
combined share, hard-wall energy in mass: 0.5755
second subband above Fermi level: 0.2435 eV
thermal density in second subband: 7.58e+07 cm^-2
```
